\section*{Projective representations of the little co-group and hcp band degeneracies, part 1}

(Sections cited here and not found follow in the second part.)

\section{Little group and small representations}

\noindent\textit{Q.} I am told that the symmetry labels of bands at a wave vector $\mathbf k$ come from a finite point group. But the operations of a crystal carry translations and form an infinite group. Before I accept any reduction, what are the objects?

\medskip\noindent\textit{A.} The space group $G$ consists of operations $\{R|\mathbf t\}:\mathbf r\mapsto R\mathbf r+\mathbf t$ with $R$ orthogonal. Applying $\{R_2|\mathbf t_2\}$ and then $\{R_1|\mathbf t_1\}$ gives $R_1(R_2\mathbf r+\mathbf t_2)+\mathbf t_1$, so
\begin{equation}
\{R_1|\mathbf t_1\}\{R_2|\mathbf t_2\}=\{R_1R_2|\mathbf t_1+R_1\mathbf t_2\}.
\label{product}
\end{equation}
The pure translations $\{E|\mathbf T\}$ form the lattice. If $\{R|\mathbf t\}$ and $\{R|\mathbf t'\}$ are both in $G$, then $\{R|\mathbf t'\}\{R|\mathbf t\}^{-1}=\{E|\mathbf t'-\mathbf t\}$, so all translations that go with a given $R$ are $\mathbf t=\boldsymbol\tau_R+\mathbf T$ for one chosen $\boldsymbol\tau_R$; take $\boldsymbol\tau_E=0$. From (\ref{product}),
\begin{equation}
\{E|\mathbf T\}\{R|\mathbf t\}=\{R|\mathbf t+\mathbf T\}=\{R|\mathbf t\}\{E|R^{-1}\mathbf T\},
\label{commute}
\end{equation}
so $R^{-1}\mathbf T$ is a lattice vector: $R$ maps the lattice onto itself. It does the same to the reciprocal lattice, because $(R^{-1}\mathbf G)\cdot\mathbf T=\mathbf G\cdot R\mathbf T\in2\pi\mathbb Z$.

An operation $g$ acts on a spinless wave function by $(g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$. This respects the product, since $g_1(g_2\psi)(\mathbf r)=\psi(g_2^{-1}g_1^{-1}\mathbf r)=\psi((g_1g_2)^{-1}\mathbf r)$. For a Bloch function $\psi=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$ with periodic $u$, the translation gives $\psi(\mathbf r-\mathbf T)=e^{-i\mathbf k\cdot\mathbf T}\psi(\mathbf r)$; this fixes the minus sign in everything that follows. Define
\begin{equation}
\mathbf g_R=R^{-1}\mathbf k-\mathbf k .
\label{gdef}
\end{equation}
The little group $G_{\mathbf k}$ is the set of $\{R|\mathbf t\}$ for which $\mathbf g_R$ is a reciprocal-lattice vector, and the little co-group $\bar G_{\mathbf k}$, of order $n$, is the finite set of their rotational parts. Both are groups, because
\begin{equation}
\mathbf g_{R_1R_2}=R_2^{-1}(\mathbf k+\mathbf g_{R_1})-\mathbf k=R_2^{-1}\mathbf g_{R_1}+\mathbf g_{R_2}
\label{gsum}
\end{equation}
is a reciprocal-lattice vector when the two terms are, and $\mathbf g_{R^{-1}}=-R\mathbf g_R$. A small representation is a finite-dimensional unitary irreducible representation $\Gamma$ of $G_{\mathbf k}$ with $\Gamma(\{E|\mathbf T\})=e^{-i\mathbf k\cdot\mathbf T}\,\mathbb 1$.

\medskip\noindent\textit{Q.} You have put the scalar action of the translations into the definition. Translations do not commute with rotations, so why may they be scalars?

\medskip\noindent\textit{A.} Take any irreducible $\Gamma$ of $G_{\mathbf k}$ that contains a vector $v$ with $\Gamma(\{E|\mathbf T\})v=e^{-i\mathbf k\cdot\mathbf T}v$ for all $\mathbf T$, and let $V$ be the space of all such vectors. By (\ref{commute}),
\begin{equation}
\Gamma(\{E|\mathbf T\})\,\Gamma(\{R|\mathbf t\})v=e^{-i\mathbf k\cdot R^{-1}\mathbf T}\,\Gamma(\{R|\mathbf t\})v=e^{-i(R\mathbf k)\cdot\mathbf T}\,\Gamma(\{R|\mathbf t\})v .
\end{equation}
In the little group $R\mathbf k=\mathbf k+\mathbf g_{R^{-1}}$, and the reciprocal-lattice vector drops out of the phase. The image of $v$ is again in $V$, so $V$ is invariant, and irreducibility makes it the whole space. Physically, the Bloch states of one energy at one $\mathbf k$ are mapped among themselves by $G_{\mathbf k}$, because the Hamiltonian commutes with $G$; they carry a small representation or a sum of several.

\section{The projective representation and its factor system}

\noindent\textit{Q.} The group is still infinite. How do you remove the lattice?

\medskip\noindent\textit{A.} By dividing out the phase that the translation would give to a plane wave. Define
\begin{equation}
D(R)=e^{+i\mathbf k\cdot\mathbf t}\,\Gamma(\{R|\mathbf t\}),\qquad\text{that is}\qquad \Gamma(\{R|\mathbf t\})=e^{-i\mathbf k\cdot\mathbf t}D(R).
\label{Ddef}
\end{equation}
This depends on $R$ alone. With $\mathbf t\to\mathbf t+\mathbf T$ the first equality of (\ref{commute}) gives $\Gamma(\{R|\mathbf t+\mathbf T\})=e^{-i\mathbf k\cdot\mathbf T}\Gamma(\{R|\mathbf t\})$, and the prefactor gains $e^{+i\mathbf k\cdot\mathbf T}$; the two cancel. There are $n$ unitary matrices $D(R)$, and $D(E)=\mathbb 1$.

\medskip\noindent\textit{Q.} Then $D$ is a representation of the point group $\bar G_{\mathbf k}$, and we are finished?

\medskip\noindent\textit{A.} Not in general. Multiply two of them, using (\ref{product}) and then (\ref{Ddef}) for the product element:
\begin{align}
D(R_1)D(R_2)&=e^{i\mathbf k\cdot(\mathbf t_1+\mathbf t_2)}\,\Gamma(\{R_1R_2|\mathbf t_1+R_1\mathbf t_2\})\nonumber\\
&=e^{i\mathbf k\cdot(\mathbf t_1+\mathbf t_2)}\,e^{-i\mathbf k\cdot(\mathbf t_1+R_1\mathbf t_2)}D(R_1R_2)\nonumber\\
&=e^{i\mathbf k\cdot\mathbf t_2-i\mathbf k\cdot R_1\mathbf t_2}\,D(R_1R_2).
\end{align}
Orthogonality gives $\mathbf k\cdot R_1\mathbf t_2=(R_1^{-1}\mathbf k)\cdot\mathbf t_2=(\mathbf k+\mathbf g_{R_1})\cdot\mathbf t_2$, so the exponent is $-i\mathbf g_{R_1}\cdot\mathbf t_2$. Writing $\mathbf t_2=\boldsymbol\tau_{R_2}+\mathbf T$, the piece $\mathbf g_{R_1}\cdot\mathbf T$ is a multiple of $2\pi$. Hence
\begin{equation}
D(R_1)D(R_2)=\omega(R_1,R_2)\,D(R_1R_2),\qquad \omega(R_1,R_2)=e^{-i\mathbf g_{R_1}\cdot\boldsymbol\tau_{R_2}} .
\label{omega}
\end{equation}
Matrices that obey the group law up to phases form a projective representation, and $\omega$ is its factor system. It is fixed by $G$, the origin and $\mathbf k$, and is the same for all small representations at that $\mathbf k$. A phase needs two things: a left factor that carries $\mathbf k$ to a different but equivalent vector, and a right factor with a fractional translation.

\medskip\noindent\textit{Q.} Matrix products are associative, and that must constrain the phases. Does your formula satisfy the constraint by itself, or only when some $\Gamma$ happens to exist?

\medskip\noindent\textit{A.} By itself. Abbreviate $R_1R_2$ as $12$. Bracketing $D_1D_2D_3$ in the two ways demands $\omega(1,2)\,\omega(12,3)=\omega(1,23)\,\omega(2,3)$. On the left, (\ref{gsum}) gives the exponent
\begin{equation}
-i\left[\mathbf g_1\cdot\boldsymbol\tau_2+(R_2^{-1}\mathbf g_1)\cdot\boldsymbol\tau_3+\mathbf g_2\cdot\boldsymbol\tau_3\right].
\end{equation}
On the right, (\ref{product}) gives $\boldsymbol\tau_{23}=\boldsymbol\tau_2+R_2\boldsymbol\tau_3-\mathbf T$ for some lattice vector, so the exponent is
\begin{equation}
-i\left[\mathbf g_1\cdot\boldsymbol\tau_2+\mathbf g_1\cdot R_2\boldsymbol\tau_3-\mathbf g_1\cdot\mathbf T+\mathbf g_2\cdot\boldsymbol\tau_3\right].
\end{equation}
The second terms agree by orthogonality and $\mathbf g_1\cdot\mathbf T\in2\pi\mathbb Z$. This is the cocycle identity. Also $\omega(E,R)=1$ since $\mathbf g_E=0$, and $\omega(R,E)=1$ since $\boldsymbol\tau_E=0$.

\medskip\noindent\textit{Q.} So every $\Gamma$ yields a $D$. You have not shown that every $D$ yields a $\Gamma$, nor that irreducibility survives.

\medskip\noindent\textit{A.} Let unitary $D(R)$ obey (\ref{omega}) and define $\Gamma$ by (\ref{Ddef}). Then
\begin{align}
\Gamma(\{R_1|\mathbf t_1\})\,\Gamma(\{R_2|\mathbf t_2\})&=e^{-i\mathbf k\cdot\mathbf t_1}\,e^{-i(\mathbf k+\mathbf g_{R_1})\cdot\mathbf t_2}D(R_1R_2)\nonumber\\
&=e^{-i\mathbf k\cdot(\mathbf t_1+R_1\mathbf t_2)}D(R_1R_2),
\end{align}
which is $\Gamma$ of the product element. Since $D(E)^2=\omega(E,E)D(E)=D(E)$ and $D(E)$ is invertible, $D(E)=\mathbb 1$, and translations act as the required scalars. The matrices $\Gamma$ and $D$ differ by scalars, so a subspace is invariant under one set exactly when it is invariant under the other. The scalars are the same for all representations at this $\mathbf k$, so $U\Gamma U^{-1}=\Gamma'$ holds exactly when $UDU^{-1}=D'$. Equation (\ref{Ddef}) is therefore a one-to-one map between inequivalent small representations and inequivalent irreducible projective representations of $\bar G_{\mathbf k}$ with the factor system (\ref{omega}).

\section{When the factor system is trivial}

\noindent\textit{Q.} For which $\mathbf k$ can I forget the phases and use an ordinary character table?

\medskip\noindent\textit{A.} For every $\mathbf k$ strictly inside the first Brillouin zone, in any space group. The interior is defined by $|\mathbf k+\mathbf G|>|\mathbf k|$ for all reciprocal-lattice vectors $\mathbf G\neq0$. For $R$ in the co-group, $|\mathbf k+\mathbf g_R|=|R^{-1}\mathbf k|=|\mathbf k|$, and $\mathbf g_R$ is a reciprocal-lattice vector. The strict inequality leaves only $\mathbf g_R=0$, so $\omega\equiv1$ whatever the $\boldsymbol\tau_R$ are, and the $D$ are ordinary irreducible representations of $\bar G_{\mathbf k}$. The meaning of $D$ is then visible: with $R\mathbf k=\mathbf k$,
\begin{equation}
(g\psi)(\mathbf r)=e^{i\mathbf k\cdot R^{-1}(\mathbf r-\mathbf t)}u(g^{-1}\mathbf r)=e^{-i\mathbf k\cdot\mathbf t}\,e^{i\mathbf k\cdot\mathbf r}\,u(g^{-1}\mathbf r),
\end{equation}
so $D$ is the action on the periodic parts $u$, which cannot feel a lattice translation. On the boundary the inequality becomes an equality for some $\mathbf G$ and the argument fails.

\medskip\noindent\textit{Q.} And on the boundary, is there a class of crystals that is safe?

\medskip\noindent\textit{A.} The symmorphic ones. A space group is symmorphic if some point is left fixed by one element $\{R|\mathbf t\}$ for every $R$ of the point group. With the origin there, these elements are $\{R|\mathbf 0\}$, all $\boldsymbol\tau_R$ vanish, and (\ref{omega}) gives $\omega\equiv1$ at every $\mathbf k$.

\medskip\noindent\textit{Q.} You said ``with the origin there''. An origin is not physical. If I move it, the $\boldsymbol\tau_R$ are no longer zero and your statement seems to break.

\medskip\noindent\textit{A.} The statement $\omega\equiv1$ does break, and it must be replaced by a weaker one. Displace the crystal by $\mathbf s$. Its operations become $\{E|\mathbf s\}\{R|\boldsymbol\tau_R\}\{E|-\mathbf s\}=\{R|\boldsymbol\tau_R+\mathbf s-R\mathbf s\}$, its states are $\psi(\mathbf r-\mathbf s)$, and the matrices $\Gamma$ of corresponding operations on corresponding states are unchanged. From (\ref{Ddef}) and $\mathbf k\cdot R\mathbf s=(\mathbf k+\mathbf g_R)\cdot\mathbf s$,
\begin{equation}
D'(R)=e^{i\mathbf k\cdot(\mathbf s-R\mathbf s)}D(R)=c(R)D(R),\qquad c(R)=e^{-i\mathbf g_R\cdot\mathbf s}.
\end{equation}
Any rephasing $D'=cD$ gives $D'_1D'_2=c_1c_2\,\omega\,D_{12}=(c_1c_2/c_{12})\,\omega\,D'_{12}$, so
\begin{equation}
\omega'(R_1,R_2)=\omega(R_1,R_2)\,\frac{c(R_1)c(R_2)}{c(R_1R_2)}.
\label{cob}
\end{equation}
This agrees with (\ref{omega}): the new translations multiply $\omega$ by $e^{-i\mathbf g_1\cdot(\mathbf s-R_2\mathbf s)}$, while (\ref{gsum}) gives $c_1c_2/c_{12}=e^{-i(\mathbf g_1-R_2^{-1}\mathbf g_1)\cdot\mathbf s}$, the same number. The factor in (\ref{cob}) is called a coboundary, and factor systems that differ by one form a class. The class containing $\omega\equiv1$ is called trivial; in it $D=c\times$(ordinary representation), with the ordinary dimensions.

The label $\mathbf k$ has the same freedom. The vector $\mathbf k+\mathbf G$ defines the same small representations, and (\ref{Ddef}) gives $D'=cD$ with $c(R)=e^{i\mathbf G\cdot\boldsymbol\tau_R}$, which is insensitive to lattice shifts of $\boldsymbol\tau_R$. The coboundary is $e^{i\mathbf G\cdot(\boldsymbol\tau_2-R_1\boldsymbol\tau_2)}=e^{-i(R_1^{-1}\mathbf G-\mathbf G)\cdot\boldsymbol\tau_2}$, as (\ref{omega}) requires with $\mathbf g'_R=\mathbf g_R+R^{-1}\mathbf G-\mathbf G$. The invariant theorem is that the class is trivial if $\mathbf k$ is equivalent to an interior point or if $G$ is symmorphic; $\omega\equiv1$ holds for the interior representative with any origin, or for the symmetric origin with any representative.

\section{Recognizing a nontrivial class}

\noindent\textit{Q.} If a value $\omega\neq1$ may be an artefact, how do I tell when it is not?

\medskip\noindent\textit{A.} The class is trivial exactly when a one-dimensional $D$ exists: numbers $c(R)$ with $c_1c_2=\omega\,c_{12}$ state that $\omega$ is a coboundary, and conversely a coboundary supplies such numbers. A quick invariant comes from commuting elements $RS=SR$. Both orders in (\ref{omega}) give the same $D(RS)$, so
\begin{equation}
D(R)D(S)=\beta(R,S)\,D(S)D(R),\qquad \beta(R,S)=\frac{\omega(R,S)}{\omega(S,R)},
\label{beta}
\end{equation}
and the coboundary cancels in the ratio. Three consequences follow. The determinant of (\ref{beta}) gives $\beta^d=1$ for the dimension $d$, so $\beta\neq1$ forbids $d=1$, and $\beta=-1$ makes $d$ even. The trace of $D(R)=\beta\,D(S)D(R)D(S)^{-1}$ gives $\chi(R)=\beta\chi(R)$, so $\chi(R)=0$ unless $R$ is regular, meaning $\beta(R,S)=1$ for all $S$ that commute with it. For an abelian co-group with $\beta\equiv1$ all $D$ commute and have a common eigenvector, so the class is trivial; a cyclic co-group is such a case, because each $D(R^m)$ is proportional to $D(R)^m$. For a non-abelian co-group I use $\beta\neq1$ only as a sufficient test of nontriviality.

\medskip\noindent\textit{Q.} To find dimensions I need the counting rules. They are proved for true representations. Why should they hold here?

\medskip\noindent\textit{A.} Because the phases cancel where it matters. Schur's lemma uses only invariant subspaces and carries over unchanged. For two irreducible $D^\alpha,D^\gamma$ with the same $\omega$ and any matrix $X$, set $\bar X=\sum_RD^\alpha(R)XD^\gamma(R)^\dagger$. Then $D^\alpha(S)\bar XD^\gamma(S)^\dagger=\sum_R|\omega(S,R)|^2D^\alpha(SR)XD^\gamma(SR)^\dagger=\bar X$. By Schur's lemma $\bar X=0$ for inequivalent representations, and for $\alpha=\gamma$ it is a multiple of the unit matrix fixed by the trace, $\bar X=(n/d_\alpha)\,\mathrm{tr}X\,\mathbb 1$. Take for $X$ the matrix with a single unit entry at $(j,m)$ and read the element $(j,m)$ of $\bar X$: $\sum_RD^\alpha_{jj}D^{\gamma*}_{mm}=\delta_{\alpha\gamma}\delta_{jm}\,n/d_\alpha$. Summing over $j,m$,
\begin{equation}
\frac1n\sum_R\chi^\alpha(R)\,\chi^\gamma(R)^*=\delta_{\alpha\gamma}.
\label{orth}
\end{equation}
A unitary representation splits into irreducible parts with multiplicities $m_\alpha$, and its character norm $n^{-1}\sum|\chi|^2$ is $\sum_\alpha m_\alpha^2$.

Now define on a basis $|S\rangle$, $S\in\bar G_{\mathbf k}$, the matrices $L(R)|S\rangle=\omega(R,S)|RS\rangle$. They obey (\ref{omega}), since $L_1L_2|S\rangle=\omega(2,S)\,\omega(1,2S)|12S\rangle=\omega(1,2)\,\omega(12,S)|12S\rangle$ by the cocycle identity. The trace vanishes for $R\neq E$ and is $n$ for $R=E$. By (\ref{orth}) the multiplicity of $\alpha$ is $n^{-1}\cdot n\,d_\alpha=d_\alpha$, and the dimension count gives
\begin{equation}
\sum_\alpha d_\alpha^2=n .
\label{sum}
\end{equation}

For the number of irreducible representations, note $L(R)|E\rangle=|R\rangle$, so the $L(R)$ are independent and span an algebra of dimension $n$. In the reduced basis each element is fixed by one $d_\alpha\times d_\alpha$ block per $\alpha$. The space of all such block lists has dimension $\sum d_\alpha^2=n$, so the algebra is all of it, and its centre (one scalar per block) has dimension equal to the number of $\alpha$. Count the centre again in the basis $L(R)$. Conjugation by $L(S)$ sends $L(R)$ to a phase times $L(SRS^{-1})$, and for $S$ commuting with $R$ the phase is $\beta(S,R)$. A central $z=\sum z_RL(R)$ thus has $z_R=\beta z_R$, so it lives on regular elements, and $z_R$ fixes the coefficients on the whole class of $R$. Conversely, for regular $R$ the sum $\sum_SL(S)L(R)L(S)^{-1}$ is central, and it is not zero, because the terms that contribute to $L(R)$ are those with $S$ commuting with $R$, each with coefficient $+1$. The number of small representations equals the number of regular conjugacy classes.

We have shown that the small representations at $\mathbf k$ correspond one-to-one to irreducible projective representations of the finite co-group with factor system $\omega$, and we have found sufficient conditions for a trivial class and rules for counting the representations and their dimensions. It remains to apply these results to the hexagonal close-packed group, to check them against computed bands, and to see what time reversal and spin change.
